# Wigner Rotation from Two SL(2,C) Boosts, and Thomas Precession: a numerical check

```python
"""
Thomas-Wigner rotation from two boosts, and Thomas precession (c = 1).

Result under test: B(a m) B(b n) = B(r) U, with U a rotation by w about n x m,
    tan(w/2) = sin(theta) / (cos(theta) + coth(a/2) coth(b/2)).
a, b: rapidities; m, n: unit boost directions; theta: angle between m and n.
Infinitesimal limit: a torque-free spin seen in the purely boosted rest frame
precesses at omega_T = gamma^2/(gamma+1) (dbeta/dt x beta) per laboratory time.
Boosts and rotations are active; the metric is (+,-,-,-).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm, polar
from scipy.optimize import minimize_scalar

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def boost4(rapidity_vector):
    """4x4 boost as the exponential of its generator."""
    generator = np.zeros((4, 4))
    generator[0, 1:] = rapidity_vector
    generator[1:, 0] = rapidity_vector
    return expm(generator)


def boost2(rapidity_vector):
    """2x2 boost as the exponential of its generator."""
    return expm(0.5 * np.einsum("i,ijk->jk", rapidity_vector, SIGMA))


def rapidity_from_velocity(beta):
    speed = np.linalg.norm(beta)
    return np.arctanh(speed) * beta / speed


def gamma_of(beta):
    return 1 / np.sqrt(1 - np.dot(beta, beta))


def decompose4(first, second):
    """Rotation vector, resultant velocity and 3x3 rotation of a product."""
    rotation, pure = polar(boost4(first) @ boost4(second), side="left")
    r = rotation[1:, 1:]
    axial = 0.5 * np.array([r[2, 1] - r[1, 2], r[0, 2] - r[2, 0],
                            r[1, 0] - r[0, 1]])
    size = np.linalg.norm(axial)
    angle = np.arctan2(size, 0.5 * (np.trace(r) - 1))
    vector = angle * axial / size if size > 0 else np.zeros(3)
    return vector, pure[1:, 0] / pure[0, 0], r


def wigner_angle(a, b, theta):
    """Derived closed formula."""
    coth_product = 1 / (np.tanh(a / 2) * np.tanh(b / 2))
    return 2 * np.arctan(np.sin(theta) / (np.cos(theta) + coth_product))


def random_unit(rng):
    v = rng.normal(size=3)
    return v / np.linalg.norm(v)


# Finite boosts: numerical polar decomposition in both representations
rng = np.random.default_rng(7)
worst_angle = 0.0
for _ in range(200):
    a, b = rng.uniform(0.2, 2.5, size=2)
    m, n = random_unit(rng), random_unit(rng)
    theta = np.arccos(np.dot(m, n))
    w = wigner_angle(a, b, theta)
    axis = np.cross(n, m) / np.sin(theta)
    vector, velocity, r3 = decompose4(a * m, b * n)
    worst_angle = max(worst_angle, np.linalg.norm(vector - w * axis))
    unitary, _ = polar(boost2(a * m) @ boost2(b * n), side="left")
    cos_half = 0.5 * np.trace(unitary)
    sin_half = np.array([0.5j * np.trace(s @ unitary) for s in SIGMA])
    assert abs(cos_half - np.cos(w / 2)) < 1e-8
    assert np.allclose(sin_half, np.sin(w / 2) * axis, atol=1e-8)
    cosh_r = (np.cosh(a) * np.cosh(b)
              + np.sinh(a) * np.sinh(b) * np.cos(theta))
    assert abs(gamma_of(velocity) / cosh_r - 1) < 1e-8
    assert abs(np.dot(velocity, axis)) < 1e-8
    _, reversed_velocity, _ = decompose4(b * n, a * m)
    assert np.allclose(velocity, r3 @ reversed_velocity, atol=1e-8)
assert worst_angle < 1e-8
x_axis = np.array([1.0, 0.0, 0.0])
for sign in (1, -1):
    collinear, _, _ = decompose4(1.1 * x_axis, sign * 0.7 * x_axis)
    assert np.linalg.norm(collinear) < 1e-10

# Infinitesimal second boost: central differences of the decomposition
step = 1e-4
worst_limit = 0.0
for _ in range(50):
    beta = rng.uniform(0.1, 0.9) * random_unit(rng)
    direction = random_unit(rng)
    gamma, speed = gamma_of(beta), np.linalg.norm(beta)
    m = beta / speed
    base = rapidity_from_velocity(beta)
    plus = decompose4(base, step * direction)
    minus = decompose4(base, -step * direction)
    rotation_rate = (plus[0] - minus[0]) / (2 * step)
    velocity_rate = (plus[1] - minus[1]) / (2 * step)
    parallel = np.dot(direction, m) * m
    expected_rate = (direction - parallel) / gamma + parallel / gamma**2
    assert np.allclose(velocity_rate, expected_rate, atol=1e-6)
    half_tanh = np.tanh(np.arctanh(speed) / 2)
    assert np.allclose(rotation_rate, half_tanh * np.cross(direction, m),
                       atol=1e-6)
    thomas = gamma**2 / (gamma + 1) * np.cross(velocity_rate, beta)
    worst_limit = max(worst_limit, np.linalg.norm(rotation_rate - thomas))
assert worst_limit < 1e-6


def transported_rest_spin(path, times, spin0):
    """Fermi-Walker transport, then a pure boost back to the rest frame."""
    def rhs(t, s):
        beta, beta_dot = path(t)
        g = gamma_of(beta)
        g_dot = g**3 * np.dot(beta, beta_dot)
        u = g * np.r_[1.0, beta]
        u_dot = np.r_[g_dot, g_dot * beta + g * beta_dot]
        return -(s[0] * u_dot[0] - np.dot(s[1:], u_dot[1:])) * u

    start = boost4(rapidity_from_velocity(path(times[0])[0]))
    sol = solve_ivp(rhs, (times[0], times[-1]), start @ np.r_[0.0, spin0],
                    method="DOP853", t_eval=times, rtol=1e-10, atol=1e-12)
    assert sol.success
    rest = np.array([boost4(-rapidity_from_velocity(path(t)[0])) @ s
                     for t, s in zip(times, sol.y.T)])
    assert np.max(np.abs(rest[:, 0])) < 1e-7
    return rest[:, 1:]


def curved_path(t):
    """Non-planar velocity with changing speed, and its time derivative."""
    beta = np.array([0.6 * np.cos(t), 0.4 * np.sin(t), 0.2 * np.sin(2 * t)])
    rate = np.array([-0.6 * np.sin(t), 0.4 * np.cos(t), 0.4 * np.cos(2 * t)])
    return beta, rate


def precession_rhs(t, s):
    beta, beta_dot = curved_path(t)
    g = gamma_of(beta)
    return np.cross(g**2 / (g + 1) * np.cross(beta_dot, beta), s)


times = np.linspace(0, 5, 101)
spin0 = np.array([0.48, 0.60, 0.64])
carried = transported_rest_spin(curved_path, times, spin0)
precessed = solve_ivp(precession_rhs, (0, 5), spin0, method="DOP853",
                      t_eval=times, rtol=1e-10, atol=1e-12).y.T
path_error = np.max(np.abs(carried - precessed))
assert path_error < 1e-7
path_change = np.linalg.norm(carried[-1] - spin0)
assert path_change > 0.05

# Worked example: two finite boosts
beta1, beta2, theta = 0.6, 0.8, np.pi / 3
a, b = np.arctanh(beta1), np.arctanh(beta2)
gamma1, gamma2 = np.cosh(a), np.cosh(b)
n = np.array([np.cos(theta), np.sin(theta), 0.0])
K = 1 / (np.tanh(a / 2) * np.tanh(b / 2))
w = wigner_angle(a, b, theta)
vector, velocity, _ = decompose4(a * x_axis, b * n)
_, reversed_velocity, _ = decompose4(b * n, a * x_axis)
azimuth = np.degrees(np.arctan2(velocity[1], velocity[0]))
azimuth_rev = np.degrees(np.arctan2(reversed_velocity[1],
                                    reversed_velocity[0]))
assert abs(azimuth_rev - azimuth - np.degrees(w)) < 1e-7


def negative_angle(t):
    second = b * np.array([np.cos(t), np.sin(t), 0.0])
    return -np.linalg.norm(decompose4(a * x_axis, second)[0])


search = minimize_scalar(negative_angle, bounds=(0.1, 3.0), method="bounded",
                         options={"xatol": 1e-8})
# an extremum is located only to about the square root of rounding error
assert abs(search.x - np.arccos(-1 / K)) < 1e-5
assert abs(-search.fun - 2 * np.arcsin(1 / K)) < 1e-9

print(f"first speed                      {beta1:.4f} c")
print(f"second speed                     {beta2:.4f} c")
print(f"angle theta between boosts       {np.degrees(theta):.4f} deg")
print(f"gamma of first boost             {gamma1:.6f}")
print(f"gamma of second boost            {gamma2:.6f}")
print(f"rapidity a                       {a:.6f}")
print(f"rapidity b                       {b:.6f}")
print(f"tanh(a/2)                        {np.tanh(a / 2):.6f}")
print(f"tanh(b/2)                        {np.tanh(b / 2):.6f}")
print(f"K = coth(a/2) coth(b/2)          {K:.6f}")
print(f"tan(w/2), formula                {np.tan(w / 2):.6f}")
print(f"w, formula                       {w:.6f} rad")
print(f"w, formula                       {np.degrees(w):.4f} deg")
print(f"w, 4x4 polar decomposition       "
      f"{np.degrees(np.linalg.norm(vector)):.4f} deg")
print(f"z component of rotation axis     "
      f"{vector[2] / np.linalg.norm(vector):.4f}")
print(f"resultant gamma                  {gamma_of(velocity):.6f}")
print(f"resultant speed                  {np.linalg.norm(velocity):.6f} c")
print(f"resultant direction from x       {azimuth:.4f} deg")
print(f"direction, boosts reversed       {azimuth_rev:.4f} deg")
print(f"theta of largest w, search       {np.degrees(search.x):.3f} deg")
print(f"largest w, search                {np.degrees(-search.fun):.4f} deg")

# Worked example: shrinking second boost
limit = np.tanh(a / 2) * np.sin(theta)
errors = []
for small in (0.1, 0.01, 0.001):
    ratio = np.linalg.norm(decompose4(a * x_axis, small * n)[0]) / small
    errors.append(abs(ratio - limit))
    print(f"w/b by decomposition, b = {small:<6g} {ratio:.6f}")
assert errors[0] > 8 * errors[1] > 64 * errors[2]
print(f"limit tanh(a/2) sin(theta)       {limit:.6f}")


# Worked example: one anticlockwise turn at the first speed, unit frequency
def circle(t):
    return (beta1 * np.array([-np.sin(t), np.cos(t), 0.0]),
            beta1 * np.array([-np.cos(t), -np.sin(t), 0.0]))


turn = np.linspace(0, 2 * np.pi, 201)
spin = transported_rest_spin(circle, turn, x_axis)
spin_angle = np.unwrap(np.arctan2(spin[:, 1], spin[:, 0]))
turn_angle = spin_angle[-1] - spin_angle[0]
predicted = -2 * np.pi * (gamma1 - 1)
assert abs(turn_angle - predicted) < 1e-7
slow = gamma_of(np.array([0.01, 0.0, 0.0]))
print(f"circle: omega_T/Omega, formula   {-(gamma1 - 1):.6f}")
print(f"spin turn per orbit, formula     {np.degrees(predicted):.4f} deg")
print(f"spin turn per orbit, transport   {np.degrees(turn_angle):.4f} deg")
print(f"gamma^2/(gamma+1) at 0.6 c       {gamma1**2 / (gamma1 + 1):.6f}")
print(f"gamma^2/(gamma+1) at 0.01 c      {slow**2 / (slow + 1):.6f}")
print(f"largest error, 200 boost pairs   {worst_angle:.1e} rad")
print(f"largest error, small-boost law   {worst_limit:.1e} rad per rapidity")
print(f"spin change on curved path       {path_change:.4f} (unit spin)")
print(f"largest error on curved path     {path_error:.1e} (unit spin)")
print("PASS")
```

Running it gives:

```
first speed                      0.6000 c
second speed                     0.8000 c
angle theta between boosts       60.0000 deg
gamma of first boost             1.250000
gamma of second boost            1.666667
rapidity a                       0.693147
rapidity b                       1.098612
tanh(a/2)                        0.333333
tanh(b/2)                        0.500000
K = coth(a/2) coth(b/2)          6.000000
tan(w/2), formula                0.133235
w, formula                       0.264909 rad
w, formula                       15.1782 deg
w, 4x4 polar decomposition       15.1782 deg
z component of rotation axis     -1.0000
resultant gamma                  2.583333
resultant speed                  0.922039 c
resultant direction from x       28.9977 deg
direction, boosts reversed       44.1759 deg
theta of largest w, search       99.594 deg
largest w, search                19.1881 deg
w/b by decomposition, b = 0.1    0.286034
w/b by decomposition, b = 0.01   0.288432
w/b by decomposition, b = 0.001  0.288651
limit tanh(a/2) sin(theta)       0.288675
circle: omega_T/Omega, formula   -0.250000
spin turn per orbit, formula     -90.0000 deg
spin turn per orbit, transport   -90.0000 deg
gamma^2/(gamma+1) at 0.6 c       0.694444
gamma^2/(gamma+1) at 0.01 c      0.500038
largest error, 200 boost pairs   7.3e-15 rad
largest error, small-boost law   1.0e-09 rad per rapidity
spin change on curved path       0.5379 (unit spin)
largest error on curved path     3.9e-11 (unit spin)
PASS
```
